# Bond-Centred Inverse Masses for the BenDaniel-Duke Operator: test program

```python
"""
Result under test: the three-point BenDaniel-Duke matrix with inverse masses
on bonds is Hermitian, makes psi'/m continuous as the spacing h -> 0, and
reproduces the levels of a finite well with unequal masses.
For interfaces on nodes (mean potential there) the even discrete levels obey
  sin(k h) tan(k L/2) / m_w = sinh(kappa h) / m_b       (odd: tan -> -cot).
Symbols: C = hbar^2/(2 m0) in eV nm^2; MW, MB = well and barrier masses in m0;
V0 = barrier height in eV; L = well width in nm; flux = psi'/m.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
MW, MB, V0, L = 0.043, 0.075, 0.50, 10.0      # rough InGaAs/InAlAs regime
MARGIN = 30.0                                 # barrier kept on each side, nm
GAP_W, GAP_B = 0.75, 1.5                      # rough band gaps, eV
HALF = L / 2


def matching_levels(step=0.0, flux_rule=True, barrier=V0, width=L, kane=False):
    """Roots of the junction condition; step > 0 selects the discrete one."""
    def masses(E):
        if kane:
            return MW * (1 + E / GAP_W), MB * (1 + (E - barrier) / GAP_B)
        return MW, MB

    def residual(E, odd):
        mw, mb = masses(E)
        k = np.sqrt(mw * E / C)
        q = np.sqrt(mb * (barrier - E) / C)
        slope_w, slope_b = k, q
        if step > 0:
            k = 2 / step * np.arcsin(k * step / 2)
            slope_w = np.sin(k * step) / step
            slope_b = np.sinh(2 * np.arcsinh(q * step / 2)) / step
        if flux_rule:
            slope_w, slope_b = slope_w / mw, slope_b / mb
        c, s = np.cos(k * width / 2), np.sin(k * width / 2)
        return slope_w * c + slope_b * s if odd else slope_w * s - slope_b * c

    grid = np.linspace(1e-6 * barrier, barrier * (1 - 1e-9), 600)
    roots = []
    for odd in (False, True):
        values = [residual(E, odd) for E in grid]
        for i in range(len(grid) - 1):
            if values[i] * values[i + 1] < 0:
                roots.append(brentq(residual, grid[i], grid[i + 1],
                                    args=(odd,), xtol=1e-14))
    return np.array(sorted(roots))


def well_fraction(left, right):
    return (np.clip(right, -HALF, HALF) - np.clip(left, -HALF, HALF)) / (right - left)


def grid_parts(h):
    n = int(round((HALF + MARGIN) / h))
    x = h * np.arange(-n, n + 1)
    edges = h * np.arange(-n - 1, n + 2)
    return x, edges, well_fraction(x - h / 2, x + h / 2)


def solve(diagonal, off, vectors=False):
    return eigh_tridiagonal(diagonal, off, eigvals_only=not vectors, select='i',
                            select_range=(0, 2), lapack_driver='stebz')


def bond_matrix(h, midpoint=False, node_shift=0.0, mw=MW, mb=MB, field=0.0):
    """Diagonal and off-diagonal of the bond-mass matrix; field in eV/nm."""
    x, edges, cell = grid_parts(h)
    bond = well_fraction(edges[:-1], edges[1:])
    if midpoint:
        bond = (np.abs((edges[:-1] + edges[1:]) / 2) < HALF).astype(float)
    hop = C / ((mb + (mw - mb) * bond) * h**2)
    potential = V0 * (1 - cell) + field * x
    potential = potential + node_shift * V0 / 2 * ((cell > 0.01) & (cell < 0.99))
    return hop[:-1] + hop[1:] + potential, -hop[1:-1]


def node_mass_matrix(h):
    """Symmetrised form of -C/m_j times the plain second difference, plus V."""
    x, edges, cell = grid_parts(h)
    m = MB + (MW - MB) * cell
    return 2 * C / (m * h**2) + V0 * (1 - cell), -C / (h**2 * np.sqrt(m[:-1] * m[1:])), m


def slope_ratio(psi, h):
    """Barrier-side over well-side slope at the right interface."""
    j = len(psi) // 2 + int(round(HALF / h))
    inner = (3 * psi[j] - 4 * psi[j - 1] + psi[j - 2]) / (2 * h)
    outer = (-3 * psi[j] + 4 * psi[j + 1] - psi[j + 2]) / (2 * h)
    return outer / inner


# ---- Hermiticity, on random masses, potentials and complex vectors
def apply_stencil(psi, inverse_mass, potential, h):
    flux = inverse_mass * np.diff(np.concatenate(([0], psi, [0]))) / h
    return -C * np.diff(flux) / h + potential * psi


rng = np.random.default_rng(5)
n_test, h_test = 40, 0.3
w_bond = 1 / rng.uniform(0.03, 0.1, n_test + 1)
v_test = rng.uniform(-0.5, 0.5, n_test)
phi, chi = rng.normal(size=(2, n_test)) + 1j * rng.normal(size=(2, n_test))
left = h_test * np.vdot(phi, apply_stencil(chi, w_bond, v_test, h_test))
right = h_test * np.vdot(apply_stencil(phi, w_bond, v_test, h_test), chi)
d_phi = np.diff(np.concatenate(([0], phi, [0]))) / h_test
d_chi = np.diff(np.concatenate(([0], chi, [0]))) / h_test
bond_form = h_test * (C * np.sum(w_bond * d_phi.conj() * d_chi)
                      + np.sum(v_test * phi.conj() * chi))
defect = abs(left - right) / abs(left)
assert defect < 1e-11 and abs(left - bond_form) < 1e-11 * abs(left)


def apply_node_mass(psi):
    second = np.diff(np.concatenate(([0], psi, [0])), 2) / h_test**2
    return -C * w_bond[:-1] * second + v_test * psi


node_left = np.vdot(phi, apply_node_mass(chi))
node_right = np.vdot(apply_node_mass(phi), chi)
node_defect = abs(node_left - node_right) / abs(node_left)
assert node_defect > 1e-3

# ---- truncation error for a smooth inverse mass
X = sp.symbols('x')
w_s, f_s = 1 + sp.Rational(3, 10) * sp.sin(X), sp.exp(-X**2 / 4) * sp.cos(X)
exact_s = sp.diff(w_s * sp.diff(f_s, X), X)
error_s = (sp.diff(w_s * sp.diff(f_s, X), X, 3)
           + sp.diff(w_s * sp.diff(f_s, X, 3), X)) / 24
w_f, f_f = sp.lambdify(X, w_s), sp.lambdify(X, f_s)
x0, hs = 0.7, 0.02
stencil = (w_f(x0 + hs / 2) * (f_f(x0 + hs) - f_f(x0))
           - w_f(x0 - hs / 2) * (f_f(x0) - f_f(x0 - hs))) / hs**2
measured_error = (stencil - float(exact_s.subs(X, x0))) / hs**2
predicted_error = float(error_s.subs(X, x0))
assert abs(measured_error - predicted_error) < 0.01 * abs(predicted_error)

# ---- levels of the well, and exact discrete matching condition
E = matching_levels()
assert len(E) == 3
k, q = np.sqrt(MW * E / C), np.sqrt(MB * (V0 - E) / C)
spacings = (0.5, 0.25, 0.125)
table, ratios, jumps = [], [], []
for h in spacings:
    diagonal, off = bond_matrix(h)
    energies, vectors = solve(diagonal, off, vectors=True)
    assert np.max(np.abs(energies - matching_levels(step=h))) < 1e-9
    psi = vectors[:, 0]
    j = len(psi) // 2 + int(round(HALF / h))
    flux_in = (psi[j] - psi[j - 1]) / (h * MW)
    flux_out = (psi[j + 1] - psi[j]) / (h * MB)
    table.append(energies)
    ratios.append(slope_ratio(psi, h))
    jumps.append(abs((flux_out - flux_in) / (flux_out + flux_in) * 2))
assert abs(ratios[-1] / (MB / MW) - 1) < 0.01
assert 1.8 < jumps[1] / jumps[2] < 2.2

# ---- coefficient of h^2 in the level error
sine = np.abs(np.sin(k * L))
coefficient = ((k**2 + q**2) / 8 - k**3 * L / (24 * sine)) / (
    1 / (2 * E) + k * L / (2 * E * sine) + 1 / (2 * (V0 - E)))
h_fine = 0.05
measured_coefficient = (solve(*bond_matrix(h_fine)) - E) / h_fine**2
assert np.allclose(measured_coefficient, coefficient, rtol=0.02)

# ---- node-mass stencil: continuous psi', hence wrong levels
h_node = 0.02
d_node, o_node, m_node = node_mass_matrix(h_node)
E_node, vec_node = solve(d_node, o_node, vectors=True)
E_slope = matching_levels(flux_rule=False)[:3]
assert np.max(np.abs(E_node - E_slope)) < 1e-3
assert abs(E_slope[0] - E[0]) > 4e-3
ratio_node = slope_ratio(vec_node[:, 0] / np.sqrt(m_node), h_node)
assert abs(ratio_node - 1) < 0.05

# ---- potential chosen from one side at the interface node
edge_sq = np.array([np.cos(k[0] * HALF), np.sin(k[1] * HALF), np.cos(k[2] * HALF)])**2
norm = HALF + np.array([1, -1, 1]) * np.sin(k * L) / (2 * k) + edge_sq / q
psi_edge_sq = edge_sq / norm
h_side = 0.1
side_shift = (solve(*bond_matrix(h_side, node_shift=1))
              - solve(*bond_matrix(h_side, node_shift=-1))) / 2
side_formula = h_side * V0 * psi_edge_sq
assert np.allclose(side_shift, side_formula, rtol=0.02)

# ---- interface a fraction theta into a bond
theta = 0.3
off_h = np.array([HALF / (J + theta) for J in (160, 320)])
err_mean = np.array([solve(*bond_matrix(h))[0] - E[0] for h in off_h])
err_mid = np.array([solve(*bond_matrix(h, midpoint=True))[0] - E[0] for h in off_h])
log_h = np.log(off_h[0] / off_h[1])
order_mean = np.log(abs(err_mean[0] / err_mean[1])) / log_h
order_mid = np.log(abs(err_mid[0] / err_mid[1])) / log_h
assert abs(order_mean - 2) < 0.15 and abs(order_mid - 1) < 0.15
mid_formula = -2 * C * theta * off_h[1] * (MB - MW) * psi_edge_sq[0] * (q[0] / MB)**2
mid_shift = err_mid[1] - err_mean[1]
assert abs(mid_shift / mid_formula - 1) < 0.04

# ---- effects left out of the model
E_kane_all = matching_levels(kane=True)
E_kane = E_kane_all[:3]
for level, energy in enumerate(E_kane):
    mw_E, mb_E = MW * (1 + energy / GAP_W), MB * (1 + (energy - V0) / GAP_B)
    assert abs(solve(*bond_matrix(0.05, mw=mw_E, mb=mb_E))[level] - energy) < 1e-4

monolayer = 0.29
shift_width = matching_levels(width=L + monolayer)[:3] - E
temperature = 300.0
kT = const.k * temperature / const.e
shift_plane = matching_levels(barrier=V0 - kT * (1 - MW / MB))[:3] - E

field_kV_cm = 20.0
field = field_kV_cm * 1e5 * 1e-9
base, base_vec = solve(*bond_matrix(0.1), vectors=True)
shift_field = solve(*bond_matrix(0.1, field=field)) - base
half_field = solve(*bond_matrix(0.1, field=field / 2)) - base
assert abs(shift_field[0] / half_field[0] - 4) < 0.2

top = V0 - field * HALF - E[2]                # barrier seen by level 3
exponent = 4 / 3 * np.sqrt(MB * top / C) * top / field
exponent_quad = 2 * quad(lambda s: np.sqrt(MB * max(top - field * s, 0) / C),
                         0, top / field)[0]
assert abs(exponent / exponent_quad - 1) < 1e-5
speed = 2 * C * k[2] / MW / (const.hbar / const.e)      # nm/s
escape_time = 2 * L / speed * np.exp(exponent)

density_cm2, permittivity = 5e11, 13.9
strength = const.e / const.epsilon_0 * 1e9 * density_cm2 * 1e-14 / permittivity
x_grid = grid_parts(0.1)[0]
prob = base_vec**2
hartree = -strength / 2 * np.abs(x_grid[:, None] - x_grid[None, :]) @ prob[:, 0]
assert np.allclose(np.diff(hartree, 2) / 0.01, -strength * prob[1:-1, 0] / 0.1, atol=1e-8)
shift_hartree = hartree @ (prob[:, 1] - prob[:, 0])


def row(values, digits=3):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"masses well, barrier = {MW}, {MB} m0; ratio MB/MW = {MB/MW:.4f}")
print(f"barrier = {V0} eV, width = {L} nm, margin each side = {MARGIN} nm")
print(f"Hermiticity defect, bond masses (relative) = {defect:.1e}")
print(f"Hermiticity defect, node masses (relative) = {node_defect:.2e}")
print(f"truncation error/h^2 measured, formula = {measured_error:.5f}, {predicted_error:.5f}")
print("analytic levels (meV):", row(1e3 * E))
print("k in well (1/nm):", row(k, 5))
print("kappa in barrier (1/nm):", row(q, 5))
for h, energies, ratio, jump in zip(spacings, table, ratios, jumps):
    print(f"h = {h} nm: matrix levels (meV):", row(1e3 * energies))
    print(f"  slope ratio = {ratio:.4f}, relative bond-flux jump = {jump:.4f}")
print("discrete matching roots, h = 0.5 nm (meV):", row(1e3 * matching_levels(step=0.5)))
print("error/h^2 formula (meV/nm^2):", row(1e3 * coefficient))
print(f"error/h^2 matrix, h = {h_fine} nm (meV/nm^2):", row(1e3 * measured_coefficient))
print(f"node-mass matrix levels, h = {h_node} nm (meV):", row(1e3 * E_node))
print("levels for continuous psi' (meV):", row(1e3 * E_slope))
print(f"node-mass slope ratio = {ratio_node:.4f}")
print("|psi(L/2)|^2 (1/nm):", row(psi_edge_sq, 5))
print(f"one-sided V shift, h = {h_side} nm, matrix (meV):", row(1e3 * side_shift))
print("one-sided V shift, formula (meV):", row(1e3 * side_formula))
print(f"interface fraction in bond = {theta}; h = {off_h[0]:.5f}, {off_h[1]:.5f} nm")
print("level 1 error, bond-mean mass (meV):", row(1e3 * err_mean, 6))
print("level 1 error, midpoint mass (meV):", row(1e3 * err_mid, 6))
print(f"observed orders: bond mean {order_mean:.3f}, midpoint {order_mid:.3f}")
print(f"midpoint shift matrix, formula = {1e3*mid_shift:.5f}, {1e3*mid_formula:.5f} meV")
print(f"rough gaps well, barrier = {GAP_W}, {GAP_B} eV")
print("nonparabolic levels (meV):", row(1e3 * E_kane, 1))
print("nonparabolic shifts (meV):", row(1e3 * (E_kane - E), 1))
print(f"number of bound levels: parabolic {len(E)}, nonparabolic {len(E_kane_all)}")
print(f"shifts for {monolayer} nm more width (meV):", row(1e3 * shift_width, 2))
print(f"kT at {temperature:.0f} K = {1e3*kT:.2f} meV")
print("shifts by in-plane energy kT (meV):", row(1e3 * shift_plane, 2))
print(f"shifts in {field_kV_cm:.0f} kV/cm (meV):", row(1e3 * shift_field, 3))
print(f"level 3 barrier in field = {1e3*top:.1f} meV, WKB exponent = {exponent:.2f}")
print(f"level 3 escape time, WKB estimate = {escape_time:.1e} s")
print(f"sheet density = {density_cm2:.1e} cm^-2, relative permittivity = {permittivity}")
print(f"electrostatic change of E2-E1, first order = {1e3*shift_hartree:.2f} meV")
print("finished without a failed check")
```

Output:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
masses well, barrier = 0.043, 0.075 m0; ratio MB/MW = 1.7442
barrier = 0.5 eV, width = 10.0 nm, margin each side = 30.0 nm
Hermiticity defect, bond masses (relative) = 1.6e-16
Hermiticity defect, node masses (relative) = 1.67e-01
truncation error/h^2 measured, formula = 0.16451, 0.16451
analytic levels (meV): 48.038  192.951  422.897
k in well (1/nm): 0.23284  0.46665  0.69086
kappa in barrier (1/nm): 0.94324  0.77745  0.38959
h = 0.5 nm: matrix levels (meV): 48.636  193.849  421.101
  slope ratio = 1.5843, relative bond-flux jump = 0.2344
h = 0.25 nm: matrix levels (meV): 48.191  193.180  422.446
  slope ratio = 1.6985, relative bond-flux jump = 0.1118
h = 0.125 nm: matrix levels (meV): 48.077  193.008  422.784
  slope ratio = 1.7320, relative bond-flux jump = 0.0544
discrete matching roots, h = 0.5 nm (meV): 48.636  193.849  421.101
error/h^2 formula (meV/nm^2): 2.468  3.699  -7.218
error/h^2 matrix, h = 0.05 nm (meV/nm^2): 2.467  3.698  -7.218
node-mass matrix levels, h = 0.02 nm (meV): 59.733  227.694  448.822
levels for continuous psi' (meV): 59.777  227.874  449.131
node-mass slope ratio = 1.0021
|psi(L/2)|^2 (1/nm): 0.02325  0.07755  0.11686
one-sided V shift, h = 0.1 nm, matrix (meV): 1.162  3.875  5.842
one-sided V shift, formula (meV): 1.163  3.877  5.843
interface fraction in bond = 0.3; h = 0.03119, 0.01561 nm
level 1 error, bond-mean mass (meV): -0.000404  -0.000104
level 1 error, midpoint mass (meV): -0.083198  -0.041821
observed orders: bond mean 1.958, midpoint 0.994
midpoint shift matrix, formula = -0.04172, -0.04200 meV
rough gaps well, barrier = 0.75, 1.5 eV
nonparabolic levels (meV): 50.1  176.6  339.2
nonparabolic shifts (meV): 2.1  -16.4  -83.7
number of bound levels: parabolic 3, nonparabolic 4
shifts for 0.29 nm more width (meV): -2.01  -8.04  -15.61
kT at 300 K = 25.85 meV
shifts by in-plane energy kT (meV): -0.28  -1.11  -3.38
shifts in 20 kV/cm (meV): -0.162  0.037  -0.206
level 3 barrier in field = 67.1 meV, WKB exponent = 16.26
level 3 escape time, WKB estimate = 1.2e-07 s
sheet density = 5.0e+11 cm^-2, relative permittivity = 13.9
electrostatic change of E2-E1, first order = -2.86 meV
finished without a failed check
```
